# Why exothermic formation from AO and BO2 does not make ABO3 stable: a program that tests the result

```python
"""
Result under test: ABO3 may form exothermically from AO + BO2 and still be
unstable, because 3 ABO3 -> A2BO4 + AB2O5 can release energy.
g11, g21, g12: formation energies from the oxides of ABO3, A2BO4, AB2O5,
in kJ per mole of formula units; AO and BO2 have energy zero.
Reaction energy: dE = g21 + g12 - 3*g11. Negative dE favours the products.
mu_A, mu_B: chemical potentials of AO and BO2 relative to the pure oxides.
The model has line compounds, fixed valences and only these five phases.
Material parameters are round, rough values for a perovskite film.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.stats import norm

R = const.R / 1000.0                         # kJ/(mol K)
NA = const.N_A
kB_eV = const.k / const.e
NAMES = ["AO", "A2BO4", "ABO3", "AB2O5", "BO2"]
OXIDES = np.array([[1, 2, 1, 1, 0],          # AO units in each phase
                   [0, 1, 1, 2, 1]], float)  # BO2 units in each phase


def equilibrium(g11, g21, g12, composition, allow_abo3=True):
    """Minimise the energy of a phase mixture at fixed AO and BO2 content."""
    limits = [(0, None)] * 5
    if not allow_abo3:
        limits[2] = (0, 0)
    answer = linprog([0, g21, g11, g12, 0], A_eq=OXIDES,
                     b_eq=composition, bounds=limits, method="highs")
    assert answer.status == 0
    return answer.fun, answer.x


def potential_window(g11, g21, g12):
    """Range of mu_A in which ABO3 coexists with no more stable phase."""
    ends = []
    for sign in (1, -1):
        answer = linprog([sign, 0], A_ub=[[2, 1], [1, 2]], b_ub=[g21, g12],
                         A_eq=[[1, 1]], b_eq=[g11],
                         bounds=[(None, 0), (None, 0)], method="highs")
        if answer.status == 2:
            return None
        assert answer.status == 0
        ends.append(answer.x[0])
    return ends


# Atom balance and the stated energies
g11, g21, g12 = -20.0, -35.0, -35.0
atoms = sp.Matrix([[1, 2, 1], [1, 1, 2], [3, 4, 5]])
null_vectors = atoms.nullspace()
assert len(null_vectors) == 1
coefficients = null_vectors[0] / null_vectors[0][2]
assert list(coefficients) == [-3, 1, 1]
dE = g21 + g12 - 3 * g11
mixture_energy, mixture = equilibrium(g11, g21, g12, [3, 3])
assert np.allclose(mixture, [0, 1, 0, 1, 0], atol=1e-8)
assert abs(mixture_energy - 3 * g11 - dE) < 1e-8
drive = -dE / 3                              # kJ per mole of ABO3

# General stability limit, checked by minimisation on random energies
rng = np.random.default_rng(4)
for _ in range(200):
    r21, r12 = rng.uniform(-60, 10, 2)
    numerical_limit, _ = equilibrium(0, r21, r12, [1, 1], False)
    derived_limit = min(0, r21 / 2, r12 / 2, (r21 + r12) / 3)
    assert abs(numerical_limit - derived_limit) < 1e-7
limit, _ = equilibrium(g11, g21, g12, [1, 1], False)
limit_only_21, _ = equilibrium(g11, g21, 0, [1, 1], False)
limit_only_12, _ = equilibrium(g11, 0, g12, [1, 1], False)
assert limit < g11 < min(limit_only_21, limit_only_12)

# More negative energies per formula unit alone do not decide stability
g_weak = -28.0
_, weak_mixture = equilibrium(g11, g_weak, g_weak, [1, 1])
assert g_weak < g11 and np.allclose(weak_mixture, [0, 0, 1, 0, 0])
dE_weak = 2 * g_weak - 3 * g11

# Chemical potential window
assert potential_window(g11, g21, g12) is None
g_stable = -25.0
window = potential_window(g_stable, g21, g12)
for trial in ((g_stable, g21, g12), (-30.0, -40.0, -45.0)):
    low, high = potential_window(*trial)
    t11, t21, t12 = trial
    assert np.allclose([low, high], [2*t11 - t12, t21 - t11])
    assert abs((high - low) - (t21 + t12 - 3*t11)) < 1e-8

# Contact reactions and the equilibrium phase sequence
contact_AO = equilibrium(g11, g21, g12, [2, 1])[0] - g11
contact_BO2 = equilibrium(g11, g21, g12, [1, 2])[0] - g11
assert abs(contact_AO - (g21 - g11)) < 1e-8
assert abs(contact_BO2 - (g12 - g11)) < 1e-8
stable_energy, stable_mix = equilibrium(g_stable, g21, g12, [2, 1])
contact_stable = stable_energy - g_stable
assert np.allclose(stable_mix, [0, 1, 0, 0, 0]) and contact_stable < 0
for fraction in np.linspace(0.01, 0.99, 50):
    _, amounts = equilibrium(g11, g21, g12, [1 - fraction, fraction])
    assert amounts[2] < 1e-9
sequence = []
for index, name in enumerate(NAMES):
    _, amounts = equilibrium(g11, g21, g12, OXIDES[:, index])
    if abs(amounts[index] - 1) < 1e-8:
        sequence.append(name)
assert sequence == ["AO", "A2BO4", "AB2O5", "BO2"]

# Vibrations: explicit harmonic levels against the classical expression
mode_meV = 50.0
temperatures = (900.0, 1300.0)
number_modes = 3 * int(3 * sum(atoms[:, 0]))
levels = np.arange(3000) + 0.5


def mode_free_energy(energy_meV, temperature):
    ratio = energy_meV / (1000 * kB_eV * temperature)
    return -R * temperature * np.log(np.exp(-levels * ratio).sum())


softening = []
for T in temperatures:
    def free_energy_change(s):
        difference = (mode_free_energy(mode_meV, T)
                      - mode_free_energy(mode_meV * (1 - s), T))
        return dE + number_modes * difference
    quantum = brentq(free_energy_change, 0, 0.2)
    classical = 1 - np.exp(dE / (number_modes * R * T))
    assert abs(quantum / classical - 1) < 0.05   # finite quantum correction
    softening.append((quantum, classical))

# Two equally likely settings per ABO3 unit
T_disorder = drive / (R * np.log(2))
for shift, expected in ((-5, 0), (5, 1)):
    T = T_disorder + shift
    # Partition function of two equal-energy settings
    g_disordered = g11 - R * T * np.log(np.exp(np.zeros(2)).sum())
    _, amounts = equilibrium(g_disordered, g21, g12, [1, 1])
    assert abs(amounts[2] - expected) < 1e-8

# Added interface energy, checked by counting whole unit-cell layers
cell = 0.40e-9
interface_energy = 0.5
energy_density = drive * 1000 / (NA * cell**3)
critical_thickness = interface_energy / energy_density
layers = 1
while layers * drive * 1000 / NA <= interface_energy * cell**2:
    layers += 1
assert (layers - 1) * cell <= critical_thickness < layers * cell

# Coherent strain, checked by relaxing the out-of-plane strain
young, poisson = 200e9, 0.25
biaxial = young / (1 - poisson)
critical_strain = np.sqrt(energy_density / biaxial)
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))


def scaled_elastic_energy(z):
    # Strains are in units of the in-plane strain, energy in units of young
    return (lame * (2 + z)**2 / 2 + shear * (2 + z**2)) / young


relaxed = minimize_scalar(scaled_elastic_energy).fun
assert abs(relaxed * young * critical_strain**2 / energy_density - 1) < 1e-6

# Diffusion: a lattice master equation tests the rms displacement law
sites = np.arange(-60, 61)
hops = 5.0                                  # rate times time, each direction
generator = hops * (np.eye(121, k=1) + np.eye(121, k=-1))
generator -= np.diag(generator.sum(axis=0))
probability = expm(generator)[:, 60]
assert abs(probability @ sites**2 - 2 * hops) < 1e-6
barrier_eV, prefactor_cm2, anneal_s = 3.5, 1.0, 3600.0
diffusivity = [prefactor_cm2 * np.exp(-barrier_eV / (kB_eV * T))
               for T in temperatures]
lengths_nm = [np.sqrt(2 * D * anneal_s) * 1e7 for D in diffusivity]
assert lengths_nm[0] < cell * 1e9
assert lengths_nm[1] > critical_thickness * 1e9

# Independent errors in the three formation energies
sigma = 2.0
sigma_reaction = np.sqrt(11) * sigma
errors = rng.normal(0, sigma, (200000, 3))
samples = dE + errors[:, 1] + errors[:, 2] - 3 * errors[:, 0]
chance = norm.cdf(-dE / sigma_reaction)
assert abs(samples.std() / sigma_reaction - 1) < 0.01
assert abs(np.mean(samples < 0) - chance) < 0.005

print(f"Formation energy ABO3: {g11:.1f} kJ/mol")
print(f"Formation energy A2BO4: {g21:.1f} kJ/mol")
print(f"Formation energy AB2O5: {g12:.1f} kJ/mol")
print(f"Energy of 3 ABO3 -> A2BO4 + AB2O5: {dE:.2f} kJ/mol")
print(f"Energy released per ABO3: {drive:.3f} kJ/mol")
meV_formula = drive * 1e6 / (NA * const.e)
print(f"Same per ABO3 formula unit: {meV_formula:.2f} meV")
print(f"Same per atom: {meV_formula / 5:.2f} meV")
print(f"ABO3 energy per mole of oxide units: {g11 / 2:.2f} kJ/mol")
print(f"A2BO4 energy per mole of oxide units: {g21 / 3:.2f} kJ/mol")
print(f"AB2O5 energy per mole of oxide units: {g12 / 3:.2f} kJ/mol")
print(f"ABO3 stability limit, both neighbours: {limit:.2f} kJ/mol")
print(f"Limit with A2BO4 only: {limit_only_21:.2f} kJ/mol")
print(f"Limit with AB2O5 only: {limit_only_12:.2f} kJ/mol")
print(f"Counterexample, both neighbours at: {g_weak:.1f} kJ/mol")
print(f"Counterexample reaction energy: {dE_weak:.2f} kJ/mol")
print(f"Energy of ABO3 + AO -> A2BO4: {contact_AO:.2f} kJ/mol")
print(f"Energy of ABO3 + BO2 -> AB2O5: {contact_BO2:.2f} kJ/mol")
print("Equilibrium phase sequence: " + " | ".join(sequence))
print(f"Comparison stable ABO3 energy: {g_stable:.1f} kJ/mol")
print(f"Its mu_A window, lower end: {window[0]:.2f} kJ/mol")
print(f"Its mu_A window, upper end: {window[1]:.2f} kJ/mol")
print(f"Its reaction energy with AO: {contact_stable:.2f} kJ/mol")
print(f"Typical vibrational quantum: {mode_meV:.1f} meV")
print(f"Vibrational modes in reaction: {number_modes} (count)")
for T, (quantum, classical) in zip(temperatures, softening):
    print(f"Critical softening at {T:.0f} K, quantum: {100*quantum:.2f} %")
    print(f"Critical softening at {T:.0f} K, classical: {100*classical:.2f} %")
print(f"Two-setting disorder reversal: {T_disorder:.1f} K")
print(f"Perovskite cell edge: {cell * 1e9:.2f} nm")
print(f"Added interface energy: {interface_energy:.2f} J/m2")
print(f"Released energy density: {energy_density / 1e6:.2f} MJ/m3")
print(f"Protected film thickness: {critical_thickness * 1e9:.2f} nm")
print(f"First unprotected whole-layer count: {layers} layers")
print(f"Young modulus: {young / 1e9:.1f} GPa")
print(f"Poisson ratio: {poisson:.2f} (dimensionless)")
print(f"Biaxial modulus: {biaxial / 1e9:.1f} GPa")
print(f"Strain that cancels the drive: {100 * critical_strain:.2f} %")
print(f"Cation diffusion barrier: {barrier_eV:.2f} eV")
print(f"Diffusion prefactor: {prefactor_cm2:.2f} cm2/s")
print(f"Anneal time: {anneal_s:.0f} s")
for T, D, length in zip(temperatures, diffusivity, lengths_nm):
    print(f"Diffusivity at {T:.0f} K: {D:.3e} cm2/s")
    print(f"Rms diffusion length at {T:.0f} K: {length:.3f} nm")
print(f"Assumed error of each energy: {sigma:.1f} kJ/mol")
print(f"Error of reaction energy: {sigma_reaction:.2f} kJ/mol")
print(f"Chance that its sign is negative: {100 * chance:.1f} %")
print("all good")
```

It prints:

```
Formation energy ABO3: -20.0 kJ/mol
Formation energy A2BO4: -35.0 kJ/mol
Formation energy AB2O5: -35.0 kJ/mol
Energy of 3 ABO3 -> A2BO4 + AB2O5: -10.00 kJ/mol
Energy released per ABO3: 3.333 kJ/mol
Same per ABO3 formula unit: 34.55 meV
Same per atom: 6.91 meV
ABO3 energy per mole of oxide units: -10.00 kJ/mol
A2BO4 energy per mole of oxide units: -11.67 kJ/mol
AB2O5 energy per mole of oxide units: -11.67 kJ/mol
ABO3 stability limit, both neighbours: -23.33 kJ/mol
Limit with A2BO4 only: -17.50 kJ/mol
Limit with AB2O5 only: -17.50 kJ/mol
Counterexample, both neighbours at: -28.0 kJ/mol
Counterexample reaction energy: 4.00 kJ/mol
Energy of ABO3 + AO -> A2BO4: -15.00 kJ/mol
Energy of ABO3 + BO2 -> AB2O5: -15.00 kJ/mol
Equilibrium phase sequence: AO | A2BO4 | AB2O5 | BO2
Comparison stable ABO3 energy: -25.0 kJ/mol
Its mu_A window, lower end: -15.00 kJ/mol
Its mu_A window, upper end: -10.00 kJ/mol
Its reaction energy with AO: -10.00 kJ/mol
Typical vibrational quantum: 50.0 meV
Vibrational modes in reaction: 45 (count)
Critical softening at 900 K, quantum: 2.83 %
Critical softening at 900 K, classical: 2.93 %
Critical softening at 1300 K, quantum: 2.00 %
Critical softening at 1300 K, classical: 2.03 %
Two-setting disorder reversal: 578.4 K
Perovskite cell edge: 0.40 nm
Added interface energy: 0.50 J/m2
Released energy density: 86.49 MJ/m3
Protected film thickness: 5.78 nm
First unprotected whole-layer count: 15 layers
Young modulus: 200.0 GPa
Poisson ratio: 0.25 (dimensionless)
Biaxial modulus: 266.7 GPa
Strain that cancels the drive: 1.80 %
Cation diffusion barrier: 3.50 eV
Diffusion prefactor: 1.00 cm2/s
Anneal time: 3600 s
Diffusivity at 900 K: 2.517e-20 cm2/s
Rms diffusion length at 900 K: 0.135 nm
Diffusivity at 1300 K: 2.700e-14 cm2/s
Rms diffusion length at 1300 K: 139.428 nm
Assumed error of each energy: 2.0 kJ/mol
Error of reaction energy: 6.63 kJ/mol
Chance that its sign is negative: 93.4 %
all good
```
